Symmetry Indicators and Fragile Bands with Inversion and Time Reversal

Suppose that the parities of the occupied bands of an insulator are known at the eight time-reversal-invariant momenta, and that the question is whether these bands could come from localized atomic orbitals. The obvious scheme lists the parities of all atomic insulators as columns of a matrix A, solves A x = b for the data b, and reads the answer: fractional x means topological, a negative entry means fragile, anything else means atomic. This scheme fails on the simplest input. When the sixteen elementary atomic insulators themselves are fed to an integer solver built on the Smith normal form, seven of them come back with a negative coefficient and would be called fragile, although each is atomic by construction.

The fault lies in the reading of x. The columns of A are linearly dependent, so x is not unique, and one negative entry in one solution proves nothing. A sound scheme needs a test for stable topology that does not depend on the choice of x, and a test for fragility that covers all choices at once.

**The data and the atomic columns**

The setting is a three-dimensional crystal with inversion as its only point symmetry (space group P-1), with time reversal and spin-orbit coupling. The occupied bands are separated from the empty ones by a gap at every momentum. Inversion commutes with time reversal and has real eigenvalues ±1, so both members of a Kramers pair have the same parity. Let N be the number of occupied pairs. The invariant momenta are πk in units of the inverse lattice constants, with k = (k1,k2,k3) and each k_i equal to 0 or 1. The data are the numbers n⁺(k) and n⁻(k) of even and odd pairs, sixteen integers in all, subject to

n⁺(k) + n⁻(k) = N for all eight k.

The independent numbers are N and the eight n⁻(k), so the data form a lattice of rank 9.

An atomic pair of parity p can sit at any of the eight inversion centres w/2, where w is again a triple of zeros and ones. Let |R⟩ be the orbital in cell R, at position R + w/2. Inversion about the origin sends this position to −R − w/2 = (−R − w) + w/2, the same site in cell −R − w. For the Bloch sum |k⟩ = Σ_R exp(iπk·R)|R⟩, with R′ = −R − w,

P|k⟩ = p Σ_R exp(iπk·R)|−R−w⟩ = p Σ_R′ exp(−iπk·(R′+w))|R′⟩ = p(−1)^(k·w)|k⟩.

The last step uses exp(−iπk·R′) = exp(iπk·R′), which holds because k·R′ is an integer. This gives 8 × 2 = 16 columns. Orbitals at a general point r need partners at −r. Their even and odd combinations give one even and one odd pair at every k, which is also the sum of the two columns at any one centre. General positions therefore add nothing new.

**What the Smith form does**

Write A for the 16 × 16 matrix of atomic data. Integer row and column operations bring it to

U A V = D, with D = diag(d1, …, dr, 0, …, 0) and each d_i dividing the next,

where U and V are integer matrices of determinant ±1. The algorithm takes the smallest nonzero entry as pivot and subtracts integer multiples of its row and column from the others. If a remainder survives, it is smaller than the pivot and becomes the new pivot. If the pivot fails to divide an entry of the remaining block, that entry's row is added to the pivot row, which again produces a smaller remainder. Since pivots are positive integers, this must end.

With x = V y, the equation A x = b becomes D y = U b. It has a rational solution if (Ub)_i = 0 for i > r, and an integer solution if in addition d_i divides (Ub)_i for i ≤ r. The obstruction is thus the set of remainders (Ub)_i mod d_i, whichever solution is chosen. The data lattice consists of all integer solutions of homogeneous linear equations. The atomic columns lie in it and have the same rank 9, so it contains every integer point of their rational span, and the remainders describe the full quotient.

For this symmetry the Smith form can be found by hand. In the coordinates (N; n⁻) the columns are (1; f_w) for p = +1 and (1; 1 − f_w) for p = −1, where f_w(k) is k·w mod 2. Subtracting the column (1; 0), which belongs to w = 0 and p = +1, removes N and contributes one factor d = 1. What remains is the lattice of integer functions of k generated by 1 and the f_w. For two bits a and b, the sum modulo 2 is a + b − 2ab. Hence

f_110 = k1 + k2 − 2k1k2, and likewise for the other two pairs,
f_111 = k1 + k2 + k3 − 2(k1k2 + k1k3 + k2k3) + 4k1k2k3.

Since 1, k1, k2 and k3 are themselves generators, they can be subtracted, and the generators become

1, k1, k2, k3, 2k1k2, 2k1k3, 2k2k3, 4k1k2k3.

Every integer function on the eight points is a unique integer combination of the monomials 1, k_i, k_ik_j and k1k2k3. The atomic lattice is therefore diagonal in this basis, with factors 1, 1, 1, 1, 2, 2, 2, 4. Together with the factor from N, the Smith diagonal is 1 (five times), 2 (three times), 4. The quotient is

Z2 × Z2 × Z2 × Z4,

with 32 classes. The elimination applied to the full matrix gives the same diagonal.

**Indices that can be read off**

The remainders depend on the particular U, so a fixed set of indices is more useful. Define

z_i = Σ_{k with k_i=1} n⁻(k) mod 2, z4 = Σ_k n⁻(k) mod 4.

To see that they carry the same information, expand n⁻ in the monomials, with coefficients c_ij for k_ik_j and c_123 for k1k2k3. The class is given by c_ij mod 2 and c_123 mod 4. Summed over all eight points, the monomials of degree 0, 1, 2 and 3 give 8, 4, 2 and 1, so

z4 = 2(c12 + c13 + c23) + c_123 mod 4.

On the plane k_i = 1, the monomial k_jk_l of the other two directions and k1k2k3 each sum to 1, and all others sum to even numbers, so

z_i = c_jl + c_123 mod 2.

These relations can be inverted. The parity of z4 is that of c_123, then c_jl = z_i + z4 mod 2, and finally c_123 follows mod 4 from the first relation. The four indices therefore label the 32 classes one to one.

Their physical meaning comes from the Fu–Kane parity criterion, used here for interpretation and not in the algebra: z_i is the Z2 index of the plane k_i = 1, and z4 mod 2 is the strong index. A gapped deformation that keeps the symmetries cannot change the data, and adding atomic pairs cannot change the class. A nonzero index is thus a stable obstruction to an atomic limit.

One pair cannot reach every class. Suppose N = 1 and the indices are (0,0,0;2). Then c_123 and all c_ij are even, so n⁻ mod 2 is a constant plus a sum of some k_i. Such a function is odd at 0, 4 or 8 points. Since n⁻ is 0 or 1, its sum is a multiple of 4, which contradicts z4 = 2. A list of all data confirms 31 classes for N = 1 and 32 for N = 2.

The indices also depend partly on a convention. Inversion about the centre w/2 is inversion about the origin followed by the translation w, so parities change sign where k·w is odd, and n⁻ becomes N − n⁻ there. This happens at four momenta if w ≠ 0, so z4 changes by 4N − 2Σ n⁻, summed over those momenta. Modulo 4 this is

z4 → z4 + 2(w1z1 + w2z2 + w3z3).

The z_i do not change, because each plane k_i = 1 contains an even number of the affected momenta. When some z_i is nonzero, the difference between z4 = 0 and z4 = 2 therefore has a meaning relative to a stated inversion centre.

**A fragility test that covers all solutions**

Suppose now that the indices vanish. An integer solution exists, and the question is whether one exists without negative entries. The naive reading cannot be saved by a better linear solver. If a linear rule returned nonnegative coefficients for every atomic column, the coefficients for one column would have to sum to N = 1, so the rule would return a single column. The sixteen columns are all different, so it would return the column itself. But the even and odd columns at one centre add up to the same data for all eight centres, while the rule would give eight different answers for it. Some atomic column must therefore receive a negative coefficient.

The way out is to separate what the data fix from what they leave free. Let a(w,±) be the number of even and odd atomic pairs at centre w, and define

s(k) = n⁺(k) − n⁻(k) = N − 2n⁻(k), m(w) = a(w,+) − a(w,−).

Each atomic pair contributes p(−1)^(k·w) to s(k), so

s(k) = Σ_w m(w)(−1)^(k·w), and N = Σ_w [a(w,+) + a(w,−)].

Because Σ_k (−1)^(k·w)(−1)^(k·w′) is 8 for w = w′ and 0 otherwise, the first relation inverts to

m(w) = (1/8) Σ_k (−1)^(k·w) s(k).

The m(w) are unique. The remaining freedom is to move even-odd pairs of columns from one centre to another.

If the a(w,±) are nonnegative, then |m(w)| ≤ a(w,+) + a(w,−), and summing over w gives Σ|m(w)| ≤ N. Conversely, let all m(w) be integers. Put |m(w)| pairs of the matching parity at each w, and add c even-odd pairs of columns at any one centre, with

c = (N − Σ|m(w)|)/2.

This reproduces both s(k) and N. The number c is an integer because s(0) = N − 2n⁻(0) = Σ m(w), which makes N and Σ|m(w)| equal modulo 2. Two results follow. The indices vanish exactly when all m(w) are integers, and in that case a nonnegative solution exists exactly when

Σ_w |m(w)| ≤ N.

In every integer solution, the smaller of a(w,+) and a(w,−), summed over the centres, equals c, because a(w,+) + a(w,−) is |m(w)| plus twice the smaller one. When c < 0, the negative part can therefore be moved or spread among centres but not removed. This is the negativity that deserves the flag.

The flag also says how much must be added. One more atomic pair changes one m(w) by ±1 and raises N by 1, so Σ|m| − N falls by at most 2. It falls by exactly 2 if the pair is chosen to reduce a nonzero m(w). Hence −c added pairs are needed, and they suffice, to make the data atomic.

The orthogonality relation limits how fragile a small set can be. Since |s(k)| ≤ N, Σ m² = (1/8)Σ s² ≤ N², and with eight centres Σ|m| ≤ √8 N. For N = 1, integer m with Σ m² ≤ 1 leave no room for fragile data. For N = 2 the bound is 5.7, and Σ|m| must be even, so it is at most 4 and one added pair is enough. Complete lists agree with the criterion: for N = 2 there are 241 data sets with vanishing indices, of which 129 are sums of atomic columns and 112 are fragile; for N = 3 the numbers are 2048, 704 and 1344. All 1344 are cured by one pair, although the bound alone would allow a need for two.

The 112 cases have a simple form. Let each momentum have either both pairs odd or both even, with an even number of odd momenta. There are 128 such patterns, and all their indices vanish. An atomic sum would need two identical columns, which accounts for 16 patterns. The other 112 are fragile, and the count shows that there are no more for N = 2.

**The resulting procedure**

1. Count n⁻(k) at the eight momenta and check that the gap is open at every momentum.
2. Compute z1, z2, z3 and z4. If any is nonzero, the bands are stably topological.
3. If all vanish, compute m(w). If Σ|m(w)| > N, the data are fragile, and −c added atomic pairs are needed to make them atomic.
4. Otherwise the data are compatible with an atomic limit.

Parities do not see everything. Step 3 proves that the bands have no atomic limit, but to call the bands themselves fragile also requires that they carry no stable topology invisible to parities. Step 4 does not prove that the bands are atomic. For other space groups the Smith form works unchanged, but the transform to m(w) derived here relies on inversion being the only point symmetry. In general one has to search the general solution x = x0 + (integer combinations of the columns of V that belong to zeros of D) for a nonnegative member, which is an integer feasibility problem.

**A lattice model with all outcomes**

Take a four-band model with orbital matrices τ, spin matrices σ, and inversion τz:

H = −M(k)τz + τx(Aσx sin qx + Aσy sin qy + Azσz sin qz),
M = M0 + 2B(2 − cos qx − cos qy) + 2Bz(1 − cos qz), q = πk at the invariant momenta.

The sines vanish at the invariant momenta, so the occupied pair has τz = +1 (even) for M > 0 and τz = −1 (odd) for M < 0. Held fixed are B = 0.30 eV, A = 0.80 eV and Az = 0.15 eV. Gaps are the smallest direct gaps on a grid of 24 momenta per direction.

With M0 = 0.30 eV and Bz = 0.15 eV no momentum is odd, and the data are atomic. With M0 = −0.30 eV and the same Bz, M is −0.30 eV at Γ and −0.30 + 4 × 0.15 = +0.30 eV at Z = (0,0,1). Only Γ is odd, z4 = 1, and this is a strong topological insulator with a gap of 0.30 eV. With Bz = 0.03 eV, M at Z is −0.30 + 0.12 = −0.18 eV. Γ and Z are both odd, which gives (0,0,1;2), a weak topological insulator with a gap of 0.36 eV.

Now take two copies, coupled by 0.03 eV × σxμy + 0.02 eV × τzμx, where μ acts on the copy label. Both terms respect inversion and time reversal. The coupled model also keeps a twofold rotation σzμx, which maps (qx, qy, qz) to (−qx, −qy, qz), so it has more point symmetry than P-1. The parity analysis uses inversion alone and is unaffected. Two strong copies have n⁻ = 2 at Γ and z4 = 2, still stable. The grid gives a gap of 0.301 eV, but the true minimum lies between grid points and is slightly below the 0.30 eV of one copy. On the line qx = qy = 0, both coupling terms commute with −Mτz and anticommute with Azτxσz sin qz and with each other. With g1 = 0.03 eV, g2 = 0.02 eV and g = √(g1² + g2²) = 0.036 eV, squaring H gives

H² = M² + Az² sin² qz + g² − 2M(g1τzσxμy + g2μx).

The two terms in the bracket anticommute, so the bracket has eigenvalues ±g and E² = (|M| ± g)² + Az² sin² qz. Here M = −0.30 cos qz in eV, and the lower branch is smallest at |cos qz| = 0.16, where the gap 2|E| is 0.297 eV.

Two weak copies have n⁻ = 2 at Γ and at Z, and all four indices vanish. Here s = −2 at these two momenta and +2 at the other six. Starting from s = 2 everywhere and subtracting 4 at Γ and Z gives

m(w) = 2δ(w,0) − (4/8)[1 + (−1)^(w3)].

Thus m(000) = 2 − 1 = 1, m(010) = m(100) = m(110) = −1, and m = 0 for w3 = 1. The sum of magnitudes is 4 > N = 2, and c = (2 − 4)/2 = −1. The data are fragile. Adding one even pair at w = (0,1,0) cancels m(010) and leaves N = 3 and Σ|m| = 3. These are the data of one even pair at (000) and odd pairs at (100) and (110).

The pattern has a two-dimensional origin. For a single layer there are four momenta and four centres, and the same derivation holds with 1/8 replaced by 1/4. A double inversion at one momentum gives s = (−2, 2, 2, 2) and m = (1, −1, −1, −1), again with Σ|m| = 4 > 2. The three-dimensional data are those of a stack of such layers.

For all five models the plane indices were also obtained from the flow of Wannier centres, which uses no parities. They agree with z_i on the planes k_i = 1, and the planes k3 = 0 and k3 = 1 together reproduce z4 mod 2.

**Real materials**

The gap and the in-plane velocity of the strong case are of the order found in Bi2Se3, a strong topological insulator with a gap of a few tenths of an eV. For a 0.4 nm cell, A gives an in-plane velocity of Aa/ħ = 4.9 × 10⁵ m/s. The parameters are not a fit, and the fragile case does not describe that compound. One neglected effect is electron-hole asymmetry. Adding 2C(2 − cos qx − cos qy) + 2Cz(1 − cos qz) times the identity, with C = 0.10 eV and Cz = 0.05 eV, leaves the states and parities untouched, but the two-copy fragile model then has an indirect gap of 0.21 eV, against a direct gap of 0.29 eV. Rough estimates of other effects are 50 meV for 1 % strain (with a deformation potential of 5 eV), 30 meV for thermal gap drift up to 300 K (at 0.1 meV/K) and 6 meV for the Zeeman energy at 10 T (with a g-factor of 20), each below the 0.29 eV gap at the invariant momenta. These inputs are assumed values and differ between compounds. A small Zeeman energy does not restore the symmetry, however: a magnetic field breaks time reversal, and the counting by Kramers pairs then no longer applies as it stands.

Real devices also break inversion, through surfaces, gates and disorder. A field of 0.1 MV/cm across a 1 nm layer corresponds to 10 meV. Included as a uniform inversion-breaking term τx, it leaves the gap at 0.29 eV to the digits given. The parities, however, are then no longer defined. The strong index needs only time reversal and survives while the gap stays open, whereas the parity test for fragility can no longer be applied, however small the term is. This does not show that the bands become atomic: in this model τx keeps the rotation σzμx, and what a remaining symmetry protects has to be examined separately. The full set of numbers is in the numerical output below.

Values computed for the example and the checks

```
atomic-limit matrix: shape (16, 16)  rank 9
nonzero Smith diagonal: [1, 1, 1, 1, 1, 2, 2, 2, 4]
indicator group factors: [2, 2, 2, 4]  order 32
N=1: classes reached 31, missing (z1,z2,z3,z4): [(0, 0, 0, 2)]
N=2: classes reached 32, missing (z1,z2,z3,z4): none
atomic limits given a negative coefficient by the Smith solution: 7 of 16
N pairs | all data | trivial indicator | atomic sums | fragile
1 | 256 | 16 | 16 | 0
2 | 6561 | 241 | 129 | 112
  fragile data cured by 1 added pair: 112, by 2: 0
3 | 65536 | 2048 | 704 | 1344
  fragile data cured by 1 added pair: 1344, by 2: 0
B = 0.3 eV, A = 0.8 eV, Az = 0.15 eV, copy couplings 0.03 (spin), 0.02 (orbital) eV
order of momenta (k1k2k3): 000 001 010 011 100 101 110 111
normal: M0=0.3 Bz=0.15 eV, N=1, n_minus=[0, 0, 0, 0, 0, 0, 0, 0]
  z1z2z3;z4=[0, 0, 0];0, sum|m|=1, atomic data, direct gap 0.600 eV
strong: M0=-0.3 Bz=0.15 eV, N=1, n_minus=[1, 0, 0, 0, 0, 0, 0, 0]
  z1z2z3;z4=[0, 0, 0];1, sum|m|=2.5, stable, direct gap 0.300 eV
weak: M0=-0.3 Bz=0.03 eV, N=1, n_minus=[1, 1, 0, 0, 0, 0, 0, 0]
  z1z2z3;z4=[0, 0, 1];2, sum|m|=2, stable, direct gap 0.360 eV
two strong: M0=-0.3 Bz=0.15 eV, N=2, n_minus=[2, 0, 0, 0, 0, 0, 0, 0]
  z1z2z3;z4=[0, 0, 0];2, sum|m|=5, stable, direct gap 0.301 eV
two weak: M0=-0.3 Bz=0.03 eV, N=2, n_minus=[2, 2, 0, 0, 0, 0, 0, 0]
  z1z2z3;z4=[0, 0, 0];0, sum|m|=4, fragile, direct gap 0.288 eV
two weak copies: m_w (same order, w1w2w3) = [1, 0, -1, 0, -1, 0, -1, 0]
  coefficient of an even-odd pair at one centre: -1
  add one even pair at w=[0, 1, 0]: N=3, sum|m|=3, now an atomic sum
in-plane velocity for a 0.4 nm cell: 4.86e+05 m/s
fragile model, smallest gap at invariant momenta: 0.288 eV
electron-hole asymmetry 0.1, 0.05 eV (plane, z): indirect gap 0.208 eV
0.1 MV/cm over 1 nm: 10.0 meV inversion breaking, gap then 0.288 eV
gap drift at 0.1 meV/K up to 300 K: 30 meV
1 % strain at 5 eV deformation potential: 50 meV
Zeeman energy, g=20, 10 T: 5.8 meV
kT at 300 K: 25.9 meV; exp(-gap/2kT) = 3.8e-03
```
